# Electric and magnetic multipole photons, and why none has J = 0

## The question

An isolated atom sits in an excited level with total angular momentum zero, and every level below it also has total angular momentum zero. If it emitted one photon while its centre stayed fixed at the origin, conservation of angular momentum would require a photon with $J=0$ (recoil is treated at the end). Whether such a photon exists depends on the free field alone.

Three cases must be kept apart. The vacuum has $J=0$, and two photons can be coupled to $J=0$. What will be shown is that no **one-photon** state has $J=0$. To this end the field is expanded in modes of definite angular momentum and parity, called electric and magnetic multipole modes.

## Field and units

Atomic units are used, with $\hbar=1$, $4\pi\epsilon_0=1$ and $c=1/\alpha$, where $\alpha$ is the fine-structure constant. In the Coulomb gauge without charges,

$$\nabla\cdot\mathbf A=0,\qquad \mathbf E=-\partial_t\mathbf A,\qquad \mathbf B=\nabla\times\mathbf A .$$

Maxwell's equations then give $\nabla^2\mathbf A=c^{-2}\partial_t^2\mathbf A$. A mode $\mathbf u(\mathbf r)e^{-i\omega t}$ with $\omega=ck$ must satisfy

$$\nabla^2\mathbf u=-k^2\mathbf u,\qquad \nabla\cdot\mathbf u=0. \tag{1}$$

The fields are regular everywhere. In free space, physical states are square-integrable wave packets of such modes.

## Rotations and reflections

Rotating a vector field moves its pattern and turns its arrows: $\mathbf u(\mathbf r)\to R\,\mathbf u(R^{-1}\mathbf r)$. For a small angle $\theta$ about the unit vector $\mathbf e$,

$$\mathbf u\to\mathbf u-\theta\,\mathbf e\cdot(\mathbf r\times\nabla)\mathbf u+\theta\,\mathbf e\times\mathbf u .$$

Define $\mathbf L=-i\,\mathbf r\times\nabla$ and the matrices $(S_a)_{bc}=-i\epsilon_{abc}$. The second term is $-i\theta\,\mathbf e\cdot\mathbf L\,\mathbf u$. In the third, $(\mathbf e\times\mathbf u)_b=-\epsilon_{abc}e_au_c=-i(\mathbf e\cdot\mathbf S\,\mathbf u)_b$. The change is therefore $-i\theta\,\mathbf e\cdot\mathbf J\,\mathbf u$ with

$$\mathbf J=\mathbf L+\mathbf S. \tag{2}$$

The matrices $\mathbf S$ are those of spin 1. Since $\mathbf A$ is a polar vector, parity acts as $\mathbf u(\mathbf r)\to-\mathbf u(-\mathbf r)$.

## The two families of modes

The scalar function $\psi=j_l(kr)Y_{lm}$ is regular and obeys $\nabla^2\psi=-k^2\psi$. The operator $\mathbf L$ commutes with $\nabla^2$ and with functions of $r$. For $l\ge1$ define

$$\mathbf X_{lm}=\frac{\mathbf LY_{lm}}{\sqrt{l(l+1)}},\qquad \mathbf u^M_{klm}=j_l(kr)\mathbf X_{lm}=\frac{\mathbf L\psi}{\sqrt{l(l+1)}}. \tag{3}$$

This obeys the Helmholtz equation. It is also transverse, because $\nabla\cdot(\mathbf r\times\nabla\psi)=\nabla\psi\cdot(\nabla\times\mathbf r)-\mathbf r\cdot(\nabla\times\nabla\psi)=0$. The root normalizes $\mathbf X_{lm}$, since $\int|\mathbf LY_{lm}|^2d\Omega=\int Y^*_{lm}L^2Y_{lm}d\Omega=l(l+1)$.

The second family is

$$\mathbf u^E_{klm}=\frac1k\nabla\times\mathbf u^M_{klm}. \tag{4}$$

A curl has no divergence and commutes with $\nabla^2$, so (1) holds again. Moreover $\nabla\times\nabla\times\mathbf u^M=-\nabla^2\mathbf u^M=k^2\mathbf u^M$, hence $\nabla\times\mathbf u^E=k\,\mathbf u^M$.

The explicit form of $\mathbf u^E$ will be needed at a wall. The product rule gives

$$\nabla\times(\mathbf r\times\nabla\psi)=\mathbf r\nabla^2\psi-2\nabla\psi-(\mathbf r\cdot\nabla)\nabla\psi .$$

Since $\nabla(\mathbf r\cdot\nabla\psi)=\nabla\psi+(\mathbf r\cdot\nabla)\nabla\psi$, the right side is $\mathbf r\nabla^2\psi-\nabla\partial_r(r\psi)$. Multiplying by $-i$,

$$\nabla\times\mathbf L\psi=ik^2\mathbf r\,\psi+i\nabla[(rj_l)'Y_{lm}],$$

where a prime means $d/dr$. Let $\mathbf n=\mathbf r/r$. The radial component is $i[k^2rj_l+(rj_l)'']Y_{lm}$, which equals $il(l+1)(j_l/r)Y_{lm}$ by the radial wave equation. For the tangential part, $\mathbf n\times\mathbf LY_{lm}=-i\,\mathbf n\times(\mathbf r\times\nabla Y_{lm})=ir\nabla Y_{lm}$. Therefore

$$\mathbf u^E_{klm}=i\sqrt{l(l+1)}\,\frac{j_l}{kr}Y_{lm}\mathbf n+\frac{(rj_l)'}{kr}\,\mathbf n\times\mathbf X_{lm}. \tag{5}$$

In the magnetic family the electric field has no radial component. In the electric family the magnetic field has none.

## Angular momentum and parity

Apply $J_a$ to $\mathbf L\psi$ and use $[L_a,L_b]=i\epsilon_{abc}L_c$:

$$(J_a\mathbf L\psi)_b=L_aL_b\psi-i\epsilon_{abc}L_c\psi=L_b(L_a\psi).$$

Thus $\mathbf J$ acts on $\mathbf L\psi$ as $\mathbf L$ acts on $\psi$, and

$$J^2\mathbf u^M_{klm}=l(l+1)\mathbf u^M_{klm},\qquad J_z\mathbf u^M_{klm}=m\,\mathbf u^M_{klm}.$$

With $\mathbf p=-i\nabla$, the curl is $\mathbf S\cdot\mathbf p$, because $(S_ap_a\mathbf u)_b=-\epsilon_{abc}\partial_au_c=(\nabla\times\mathbf u)_b$. This scalar product of two vector operators commutes with $\mathbf J$. The electric modes therefore have the same eigenvalues, and for both families $J=l$.

Under $\mathbf r\to-\mathbf r$, $Y_{lm}$ gains $(-1)^l$ and $\mathbf L$ is unchanged. The extra minus sign of a polar vector gives the magnetic parity. The curl contains one derivative, which reverses it:

$$\text{magnetic: }(-1)^{J+1},\qquad\text{electric: }(-1)^J. \tag{6}$$

The lowest multipoles are E1 with $J^P=1^-$ and M1 with $1^+$.

For $l=0$ this construction gives nothing, since $\mathbf LY_{00}=0$. That alone does not exclude $J=0$: a different construction might succeed. The exclusion needs an argument about all transverse fields.

## No one-photon state with J = 0

Write the positive-frequency amplitude of a photon as

$$\mathbf u(\mathbf r)=\int d^3k\,\mathbf f(\mathbf k)e^{i\mathbf k\cdot\mathbf r},\qquad \mathbf k\cdot\mathbf f(\mathbf k)=0. \tag{7}$$

Rotating $\mathbf u$ changes $\mathbf f(\mathbf k)$ into $R\,\mathbf f(R^{-1}\mathbf k)$. Suppose the state has $J=0$. Then $\langle J^2\rangle=\sum_a\|J_a\mathbf f\|^2=0$, so each $J_a\mathbf f$ vanishes and $\mathbf f$ is unchanged by every rotation.

Choose a rotation about $\mathbf k$ itself. It leaves the argument $\mathbf k$ fixed, so $\mathbf f(\mathbf k)$ must be unchanged as an arrow and must point along $\mathbf k$. Other rotations make its length depend on $k$ alone:

$$\mathbf f(\mathbf k)=g(k)\hat{\mathbf k}.$$

Transversality now requires $kg(k)=0$, hence $g=0$ for every $k>0$. The single point $k=0$ contributes nothing to a square-integrable state. No $J=0$ state remains.

The same conflict appears in real space. A spherically symmetric vector field is $h(r)\mathbf n$, and zero divergence means $(r^2h)'=0$, or $h=C/r^2$. Its flux $4\pi C$ through any sphere requires a source at the origin. The regular free field has $C=0$. The excluded shape is that of a Coulomb field, which belongs to a charge.

## The multipoles are complete

At fixed $k$, vector functions on the sphere of directions $\hat{\mathbf k}$ are combinations of $Y_{LM}(\hat{\mathbf k})$ and three unit vectors. Coupling orbital $L$ to spin 1 gives each $J\ge1$ three times, from $L=J-1,J,J+1$. It gives $J=0$ once, from $L=1$.

For every $J$, one combination is the longitudinal function $\hat{\mathbf k}Y_{JM}$. Transversality removes it and leaves two functions for $J\ge1$ and none for $J=0$. The two are

$$\mathbf X_{JM}(\hat{\mathbf k}),\qquad i\hat{\mathbf k}\times\mathbf X_{JM}(\hat{\mathbf k}). \tag{8}$$

Both are normalized and tangential, and their opposite parities make them orthogonal.

This count was tested by diagonalizing $J^2$ with orbital $L$ up to 4. Before transversality there is one $J=0$ state, and its longitudinal share is 1.000000. Afterwards there is none, while $J=1,2,3$ have 3, 5 and 7 states of each parity.

To reach real space, use the scalar plane-wave expansion $e^{i\mathbf k\cdot\mathbf r}=4\pi\sum_{lm}i^lj_l(kr)Y^*_{lm}(\hat{\mathbf k})Y_{lm}(\mathbf n)$. Each Cartesian component of $\mathbf X_{lm}$ contains only harmonics of order $l$, so

$$\int d\Omega_k\,e^{i\mathbf k\cdot\mathbf r}\mathbf X_{lm}(\hat{\mathbf k})=4\pi i^l\,\mathbf u^M_{klm}(\mathbf r). \tag{9}$$

Taking $(1/k)\nabla\times$ of both sides turns $\mathbf X_{lm}$ into $i\hat{\mathbf k}\times\mathbf X_{lm}$ and $\mathbf u^M$ into $\mathbf u^E$. The functions (8) are thus the magnetic and electric modes in $\mathbf k$-space.

Now expand a polarization vector $\mathbf e\perp\mathbf k$, concentrated at one direction $\hat{\mathbf k}$, in the complete set (8). Its coefficients are the scalar products with (8) at that direction. Equation (9) and its curl then give

$$\mathbf e\,e^{i\mathbf k\cdot\mathbf r}=4\pi\sum_{l\ge1,m}i^l\left\{[\mathbf X^*_{lm}(\hat{\mathbf k})\cdot\mathbf e]\,\mathbf u^M_{klm}+[(i\hat{\mathbf k}\times\mathbf X_{lm}(\hat{\mathbf k}))^*\cdot\mathbf e]\,\mathbf u^E_{klm}\right\}. \tag{10}$$

For one unit-amplitude wave, with direction and polarization drawn at random, at a point with $kr=1.7292$, the error relative to that amplitude is 0.714 with $l=1$ alone, 0.0232 up to $l=4$, and $6.73\times10^{-6}$ up to $l=8$. These values depend on the direction and polarization of the wave as well as on $kr$. No $l=0$ term is missing.

## Orbital content of an electric photon

The magnetic function $\mathbf X_{JM}$ has $L=J$. By parity, the electric function mixes $L=J-1$ and $L=J+1$, as does the longitudinal function $\hat{\mathbf k}Y_{JM}$. The weights follow from $\langle L^2\rangle$ in the latter.

Let $D$ be the gradient on the unit sphere and $n_i$ the components of $\hat{\mathbf k}$. From $\sum_in_i^2=1$ follows $\sum_in_iDn_i=0$. Differentiating once more and using $D^2n_i=-2n_i$ gives $\sum_i|Dn_i|^2=2$. The cross terms therefore vanish in

$$\langle L^2\rangle=\sum_i\int|D(n_iY_{JM})|^2d\Omega=2+J(J+1).$$

If $p$ is the weight of $L=J-1$,

$$pJ(J-1)+(1-p)(J+1)(J+2)=J(J+1)+2 .$$

This reduces to $(4J+2)p=2J$, so $p=J/(2J+1)$. The electric function is orthogonal to the longitudinal one in the same two-dimensional space, so its weights are interchanged:

$$w_{J-1}=\frac{J+1}{2J+1},\qquad w_{J+1}=\frac{J}{2J+1}. \tag{11}$$

For E1 they are $2/3$ and $1/3$. An electric photon has sharp $J$ but no sharp $L$. In real space the component with orbital $L$ has radial function $j_L(kr)$, and only $j_0$ is nonzero at the origin. Since $L=0$ occurs only in E1, only E1 modes have an electric field at the origin. In the electric-dipole approximation a small molecule placed there feels only the electric field at that point, so it couples to E1 modes alone.

## Quantizing the modes

Equation (9) also supplies the normalization. For two magnetic modes with equal $l,m$, the integral over $\mathbf r$ gives $(2\pi)^3\delta^3(\mathbf k-\mathbf k')$, and

$$\int\mathbf u^{M*}_{k'lm}\cdot\mathbf u^M_{klm}\,d^3r=\frac{(2\pi)^3}{(4\pi)^2}\frac{\delta(k-k')}{k^2}=\frac{\pi}{2k^2}\delta(k-k').$$

The same holds for electric modes. Orthogonality of the functions (8) makes all other overlaps vanish. Thus $\mathbf v=k\sqrt{2/\pi}\,\mathbf u$ is normalized to $\delta(k-k')$.

Let $q$ stand for the family, $k,l,m$, and let $\sum_q$ include $\int dk$. Write

$$\mathbf A=\sum_q\sqrt{\frac{2\pi}{\omega_q}}\,(a_q\mathbf v_q+a_q^\dagger\mathbf v_q^*),\qquad \mathbf E=i\sum_q\sqrt{2\pi\omega_q}\,(a_q\mathbf v_q-a_q^\dagger\mathbf v_q^*), \tag{12}$$

with $a_q\propto e^{-i\omega_qt}$. The energy is $H=(1/8\pi)\int(E^2+c^2B^2)d^3r$. The electric part contributes $\frac14\omega_q(a_qa_q^\dagger+a_q^\dagger a_q)$ per mode. In the magnetic part, integration by parts gives $\int B^2=\int\mathbf A\cdot\nabla\times\nabla\times\mathbf A$, so $c^2B^2$ contributes the same amount. Terms $a_qa_{q'}$ require equal frequencies and enter the two parts with opposite signs, so they cancel. With $[a_q,a_{q'}^\dagger]=\delta_{qq'}$,

$$H=\sum_q\tfrac12\omega_q(a_qa_q^\dagger+a_q^\dagger a_q)=\sum_q\omega_qa_q^\dagger a_q+\text{constant}. \tag{13}$$

Then $[a_q,H]=\omega_qa_q$, which reproduces the time dependence assumed in (12).

## The angular momentum carried by the field

So far $\mathbf J$ is a generator acting on mode functions. The mechanical angular momentum follows from the momentum density $\mathbf E\times\mathbf B/4\pi$:

$$\mathbf J_{\rm field}=\frac1{4\pi}\int\mathbf r\times(\mathbf E\times\mathbf B)\,d^3r .$$

Insert $\mathbf E\times(\nabla\times\mathbf A)=E_j\nabla A_j-(\mathbf E\cdot\nabla)\mathbf A$. Because $\nabla\cdot\mathbf E=0$,

$$[\mathbf r\times(\mathbf E\cdot\nabla)\mathbf A]_i=\partial_j[E_j(\mathbf r\times\mathbf A)_i]-(\mathbf E\times\mathbf A)_i .$$

The divergence becomes a surface integral. Also $\mathbf r\times\nabla=i\mathbf L$ and $(\mathbf E\times\mathbf A)_a=i\,\mathbf E\cdot S_a\mathbf A$. Hence

$$\mathbf J_{\rm field}=\frac{i}{4\pi}\int\mathbf E\cdot\mathbf J\mathbf A\,d^3r-\mathbf T,\qquad \mathbf T=\frac1{4\pi}\oint(\mathbf n\cdot\mathbf E)(\mathbf r\times\mathbf A)\,dS. \tag{14}$$

For a localized wave packet $\mathbf T$ vanishes at infinity. On a conducting sphere the tangential part of $\mathbf A$ is zero, so $\mathbf r\times\mathbf A=0$ and $\mathbf T=0$ again.

Now insert (12). Since $\mathbf J$ commutes with $\nabla^2$, it connects equal frequencies and the root factors cancel. Integration by parts gives $\int\mathbf v\cdot\mathbf J\mathbf v'=-\int(\mathbf J\mathbf v)\cdot\mathbf v'$. This is antisymmetric in the two modes, while $aa'$ is symmetric, so the $aa'$ terms vanish, and likewise the $a^\dagger a'^\dagger$ terms. The mixed terms are

$$\tfrac12\sum_{qq'}\langle q|\mathbf J|q'\rangle(a_q^\dagger a_{q'}+a_{q'}a_q^\dagger).$$

Reordering adds half the trace of $\mathbf J$, which is zero in each multiplet. Therefore

$$\mathbf J_{\rm field}=\sum_{qq'}\langle q|\mathbf J|q'\rangle a_q^\dagger a_{q'},\qquad J_{z,\rm field}=\sum_qm_q\,a_q^\dagger a_q. \tag{15}$$

The labels of a mode are the angular momentum its photon carries.

## Photons in a hollow sphere

Take an empty, perfectly conducting sphere of radius $R=1000$ angstrom. The continuum becomes a discrete set, with modes normalized to one. The tangential electric field must vanish at the wall. By (3) and (5),

$$\text{magnetic: }j_l(kR)=0,\qquad\text{electric: }(rj_l)'|_{r=R}=0 .$$

The lowest E1 root is $kR=2.743707$. With $\hbar c=1973.2698$ eV angstrom, its photon energy is

$$\hbar\omega=\frac{1973.2698\times2.743707}{1000}\ \text{eV}=5.4141\ \text{eV},$$

or 0.198964 hartree. The lowest mode of each type is:

| Mode | $J^P$ | $kR$ | Energy (eV) |
|---|---|---|---|
| E1 | $1^-$ | 2.7437 | 5.4141 |
| E2 | $2^+$ | 3.8702 | 7.6370 |
| M1 | $1^+$ | 4.4934 | 8.8667 |
| M2 | $2^-$ | 5.7635 | 11.3729 |

These energies belong to the ideal wall. At this size and energy a real metal is not a perfect conductor. A lossless free-electron wall with the electron density of aluminium has a plasma energy of 15.8 eV, and the field enters it to a depth of about 125 angstrom, one eighth of $R$. Such a wall lowers the four energies by 12 to 20 percent, E1 to about 4.6 eV. The labels $J^P$ are unchanged, because the wall is still spherical.

The numerical check gives a classical field the amplitude $a_q=1$ and integrates its energy and angular momentum from $\mathbf E$ and $\mathbf B$. For E1 with $m=1$ it finds 5.4141 eV and $J_z=1.000000\,\hbar$. For E2 with $m=2$ it finds 7.6370 eV and $2.000000\,\hbar$. These agree with (13), without its constant, and with (15).

The wall condition matters. Raise $k$ of the E1 field with $m=1$ by 10 percent, normalize the mode function to one inside the sphere again, and use (12) with the new frequency and $a_q=1$. The tangential field no longer vanishes at $R$. The first term of (14) is still $m=1$, because the oscillating terms integrate to zero over the azimuth. The surface term is $T_z=-0.186124\,\hbar$, so the volume integral of $\mathbf r\times(\mathbf E\times\mathbf B)$ becomes $1+0.186124=1.186124\,\hbar$, as found by direct integration.

## Two photons, and the atom again

Two photons in one E1 multiplet behave as two identical vectors. Their symmetric product has six states: the trace, with $J=0$, and the five traceless components, with $J=2$. The antisymmetric product, with $J=1$, is excluded by Bose symmetry. Diagonalization confirms one, zero and five states for $J=0,1,2$. With $a_i^\dagger$ creating the Cartesian combinations of the multiplet, the scalar state is

$$|J=0\rangle=\frac1{\sqrt6}\sum_{i=x,y,z}a_i^\dagger a_i^\dagger|0\rangle .$$

The isolated atom therefore cannot pass from $J=0$ to $J=0$ by emitting one photon, at any multipole order. Recoil does not change this. For an atom initially at rest the final atom has momentum $-\mathbf k$, so the final state is again described by one transverse amplitude $\mathbf f(\mathbf k)$. This amplitude must be unchanged by every rotation, and the argument after (7) makes it vanish. Angular momentum does not forbid the emission of two. The rule refers to the total angular momentum, including nuclear spin. It can fail when an external field or a neighbouring body breaks rotational symmetry, because the atom and photon then need not conserve angular momentum by themselves.

## Values computed for the example and the checks

```
Vector functions on the k-sphere, orbital L up to 4
J=0 states before transversality (count): 1
longitudinal share of that J=0 state: 1.000000
J=0: transverse states, electric parity 0, magnetic parity 0
J=1: transverse states, electric parity 3, magnetic parity 3
J=2: transverse states, electric parity 5, magnetic parity 5
J=3: transverse states, electric parity 7, magnetic parity 7
electric J=1: weight of L=J-1 0.666667, of L=J+1 0.333333
electric J=2: weight of L=J-1 0.600000, of L=J+1 0.400000
electric J=3: weight of L=J-1 0.571429, of L=J+1 0.428571
Plane wave rebuilt at kr = 1.7292 (no unit)
error of unit-amplitude wave, l up to 1: 7.14e-01
error of unit-amplitude wave, l up to 2: 3.30e-01
error of unit-amplitude wave, l up to 4: 2.32e-02
error of unit-amplitude wave, l up to 8: 6.73e-06
two photons in one E1 multiplet, states with J=0: 1
two photons in one E1 multiplet, states with J=1: 0
two photons in one E1 multiplet, states with J=2: 5
Sphere radius: 1000.0 angstrom
hbar*c: 1973.2698 eV angstrom
E1: J=1, parity -1, kR=2.743707, photon energy 5.4141 eV
   m=1: integrated field energy 5.4141 eV, J_z 1.000000 hbar
M1: J=1, parity +1, kR=4.493409, photon energy 8.8667 eV
   m=1: integrated field energy 8.8667 eV, J_z 1.000000 hbar
E2: J=2, parity +1, kR=3.870239, photon energy 7.6370 eV
   m=2: integrated field energy 7.6370 eV, J_z 2.000000 hbar
M2: J=2, parity -1, kR=5.763459, photon energy 11.3729 eV
   m=2: integrated field energy 11.3729 eV, J_z 2.000000 hbar
lowest E1 photon energy: 0.198964 hartree
lowest E1 free-space wavelength: 2290.03 angstrom
E1 field, m=1, k raised 10 percent above the wall value:
   volume J_z 1.186124 hbar, surface term -0.186124 hbar
   sum 1.000000 hbar
```
